Zero-Temperature Swing of a Sharp Two-Dimensional Band at Fixed Carrier Density

**1. The question**

When a transistor is cooled from room temperature, its current below threshold rises more steeply with gate voltage. With Boltzmann occupation, the gate voltage needed per decade of carrier density is ln 10 · kT/q, which vanishes at zero temperature. Yet a fixed density of electrons must still be accommodated in a finite density of states. As T falls, Boltzmann statistics fail and the Pauli principle leaves a finite swing.

Consider electrons in one two-dimensional subband. Let E₀ be its edge, E the energy above that edge, and μ the Fermi level measured from E₀. Here q > 0 is the elementary charge, and a positive change of gate voltage V lowers the electron energy E₀. Ideal gate coupling means

dμ = q dV.

The swing of the carrier density n is defined as

S = dV/d(log₁₀ n).

The statement to be shown is

S → ln 10 · n/(qD) as T → 0 at fixed n > 0,

where D is the density of states per area and energy. The edge is sharp, D is constant above it, and the electrons are first treated as independent. Holding n fixed while T changes generally requires a change of V.

**2. Density of states and carrier density**

Take a square of side ℓ with periodic boundaries. Each allowed wave vector occupies an area (2π/ℓ)² in k-space. With spin and valley degeneracy g, the number of states per unit area inside a circle of radius k is

N = g πk²/(2π)² = g k²/(4π).

For an isotropic in-plane mass m, k² = 2mE/ħ². Therefore

N = g mE/(2πħ²),  D = dN/dE = g m/(2πħ²).

The energy has cancelled, so D is constant. At temperature T,

n = D ∫₀^∞ dE / [1 + e^{(E−μ)/kT}].

Multiplying numerator and denominator by e^{−(E−μ)/kT} turns the integrand into a derivative:

1/[1 + e^{(E−μ)/kT}] = −kT (d/dE) ln[1 + e^{−(E−μ)/kT}].

The logarithm vanishes at the upper limit. The lower limit gives

n = D kT ln(1 + e^{μ/kT}).

**3. The swing at any temperature**

Since d(log₁₀ n) = dn/(n ln 10) and dV = dμ/q,

S = (ln 10/q) n/(dn/dμ).

Differentiating the density,

dn/dμ = D kT · (1/kT) e^{μ/kT}/(1 + e^{μ/kT}) = D e^{μ/kT}/(1 + e^{μ/kT}).

To express this at fixed n, define x = n/(D kT). The density equation then reads

e^x = 1 + e^{μ/kT},  e^{μ/kT} = e^x − 1.

Substitution gives

dn/dμ = D(e^x − 1)/e^x = D(1 − e^{−x}),

and hence

S = (ln 10/q)(n/D)/(1 − e^{−x}).

At fixed n > 0, x tends to infinity as T → 0. The denominator tends to one, which proves the stated limit. Write the limit as S₀. The relative excess over it is

S/S₀ − 1 = 1/(1 − e^{−x}) − 1 = 1/(e^x − 1).

With T* = n/(kD), x = T*/T. The approach is therefore exponential once T is well below T*.

**4. What the limit means**

The Fermi level at fixed density is μ = kT ln(e^x − 1), which tends to n/D. It lies inside the band, and the limit describes band filling rather than thermal activation. At T = 0 the density is n = Dμ for μ > 0 and zero for μ < 0, so no exponential subthreshold region remains in this model.

Because n is then linear in V, S is a local logarithmic slope. It is not the voltage needed to cross a whole decade. Going from n/10 to n at T = 0 takes

ΔV = (n − n/10)/(qD) = 0.9 n/(qD),

whereas S evaluated at the upper end is 2.303 n/(qD).

The opposite limit is n → 0 at fixed T. Then x → 0, 1 − e^{−x} ≈ x, and

S → (ln 10/q)(n/D)/x = ln 10 · kT/q.

The ratio x decides which form applies: lowering T at fixed n leads to the band-filling value, while lowering n at fixed T leads to the thermal one. If both n and T go to zero, S vanishes in either order.

Both regimes are contained in a pair of bounds. Write

qS/(ln 10 · kT) = x/(1 − e^{−x}) = x + x/(e^x − 1).

For x > 0, e^x − 1 ≥ x, so the last term lies between 0 and 1. Also 1 − e^{−x} ≤ x, so the whole expression is at least 1. Thus

max(kT, n/D) ≤ qS/ln 10 ≤ kT + n/D.

**5. From density to current**

A transistor measurement gives current. At small fixed drain bias, with mobility independent of n, the drift-diffusion current is proportional to n and has the same swing. If instead the mobility varies as n^a, the current varies as n^{1+a} and its swing is S/(1+a).

Now let the drain bias be large enough to empty the drain end, still with constant mobility and ideal coupling. The gate fixes E₀ along the channel, and the local current is proportional to n times the gradient of the quasi-Fermi level. Integrating along the channel gives

I ∝ ∫ n dμ,

with the source value of μ as upper limit. At T = 0 this is Dμ²/2. Hence

S_I = (ln 10/q) I/(dI/dμ) = (ln 10/q) μ/2 = S₀/2.

For a wide ballistic channel at small bias, the number of transverse modes at energy E is proportional to the wave number, hence to √E. At T = 0 the conductance is proportional to √μ, so

S_I = (ln 10/q) √μ/[1/(2√μ)] = (ln 10/q) 2μ = 2S₀.

Numerical integration at 0.1 K and n = 10¹¹ cm⁻² gives ratios 0.5003 and 1.9994. The result for n therefore cannot be carried over to the current without naming the transport regime.

**6. A silicon film at 4.2 K**

Take an undoped (100) silicon film with rough parameters of a fully depleted silicon-on-insulator transistor: film 7 nm, gate oxide 1 nm, buried oxide 25 nm, and channel length 1 µm. The lowest ladder has two valleys and two spins, so g = 4, with m = 0.19 m₀. Then

D = 1.587 × 10¹⁴ eV⁻¹ cm⁻².

For n = 10¹¹ cm⁻²,

n/D = 10¹¹/(1.587 × 10¹⁴) eV = 0.630 meV,

S₀ = 2.303 × 0.630 mV = 1.45 mV/decade = 1.45 × 10⁻³ V/decade.

The crossover temperature is T* = 7.31 K. At 4.2 K, x = 7.31/4.2 = 1.74 and

S = 1.45/(1 − e^{−1.74}) = 1.76 mV/decade.

The Boltzmann value would be 0.83 mV/decade. The swing is already more than twice that, but still 21% above its zero-temperature limit. At 2 K it is 1.489 mV/decade, an excess of 2.7%; at 1 K the excess is below 0.1%.

Density changes the reading at the same 4.2 K. At 10⁹ cm⁻² the swing is 0.841 mV/decade, close to the thermal value. At 10¹² cm⁻² it is 14.5 mV/decade, equal to the band-filling limit to the printed digits.

**7. The voltage needed to place the charge**

Ideal coupling leaves out the electric field of the added electrons. Treat them as a sheet at mid-film, where the ground state of an infinite well has its mean position. Let C_f and C_b be the capacitances per area to the front and back gates, with the back gate held fixed. Measuring potentials from a suitable reference, charge balance gives

C_f(V − ψ) − C_bψ = qn,

where ψ is the sheet potential. Rearranging and differentiating,

dV = (1 + C_b/C_f)dψ + q dn/C_f.

For independent electrons and a fixed confinement energy, dμ = q dψ. Multiplication by n ln 10/dn gives

S_G = (1 + C_b/C_f)S + ln 10 · qn/C_f.

At T = 0, the charge term divided by S₀ is

(qn/C_f)/(n/(qD)) = q²D/C_f.

The density cancels. Lowering n does not make the charge term small compared with the band-filling term in that limit. Ideal coupling requires both C_f ≫ C_b and C_f ≫ q² dn/dμ.

In the example, using relative permittivities 3.9 for oxide and 11.7 for silicon,

C_f = ε₀/[(1/3.9 + 3.5/11.7) nm] = 1.594 µF/cm².

The same calculation with 25 nm of oxide gives C_b = 0.132 µF/cm². Thus 1 + C_b/C_f = 1.083. The quantum capacitance q²D is 25.4 µF/cm², sixteen times C_f. The charge term is 23.15 mV/decade, and at 4.2 K

S_G = 1.083 × 1.76 + 23.15 = 25.1 mV/decade.

The ideal result is therefore a small component of this gate swing, not a prediction of the total. At T = 0 the component is 1.083 × 1.45 = 1.57 mV/decade, about 7% of the charge term. Extracting it by subtraction would require the charge term to be known to much better than 7%. The sheet model is not that accurate: spreading the same charge over the ground state of the infinite well lowers the charge term to about 20.4 mV/decade, a shift larger than the component sought. The response of the wave function to the gate field can change the total by several mV/decade more for back-gate voltages of order 1 V.

**8. A band edge that is not sharp**

Suppose the density of states continues below the edge as D e^{E/W}, with W > 0. At T = 0 and μ < 0,

n = D ∫_{−∞}^{μ} e^{E/W} dE = DW e^{μ/W},  dn/dμ = n/W.

For μ > 0, the filled tail contributes DW and the band contributes Dμ:

n = D(W + μ),  dn/dμ = D.

The first case has n < DW and gives qS/ln 10 = W. The second has n > DW and gives n/D. Together,

qS/ln 10 = max(W, n/D) at T = 0.

For an assumed W = 3 meV, DW = 4.8 × 10¹¹ cm⁻². The example density lies in the tail, and the ideal-gate swing is 2.303 × 3 = 6.91 mV/decade instead of 1.45. At 4.2 K it is still 6.91 mV/decade to the printed accuracy. Unlike S₀, this floor does not decrease as n is lowered. It refers to density; localized tail states need not carry current in proportion to their number.

**9. Valleys, higher subbands and tunnelling**

Let a splitting Δ separate the two valleys, each with density of states D/2. At T = 0, if only the lower one is filled, n = Dμ/2 and S doubles to 2S₀. This requires Δ > 2n/D = 1.26 meV here. If both are filled,

n = (D/2)μ + (D/2)(μ − Δ),  dn/dμ = D,

and S₀ is unchanged. An assumed splitting of 0.3 meV falls in the second case; at 4.2 K it raises S from 1.76 to 1.78 mV/decade.

In the infinite-well film the next subband lies 25 meV higher, and the first level of the other valleys 32 meV higher. If the well stays flat, the single-subband result holds at T = 0 for n below 4.0 × 10¹² cm⁻². These values depend on the idealized well: the field of the electrons themselves widens the first gap to about 30 meV at that density and moves the onset to about 5 × 10¹² cm⁻² with the back gate at flat band, while a finite oxide barrier (3.15 eV, oxide mass 0.5 m₀) brings both flat-well gaps to about 24 meV. At 300 K, including eight subbands lowers S from 60.25 to 59.67 mV/decade, nearer the Boltzmann value of 59.53, because the same electrons are spread over more states.

Source-drain tunnelling can carry current below the edge. For a flat barrier whose top is n/D above the Fermi level, the leading factor is e^{−2κL}, with κ = √(2mn/D)/ħ. For L = 1 µm it is 10^{−48.7}. The exponent is proportional to L, so at 20 nm, with the same barrier, the factor is about 0.1. Here κL is only 1.1, so the prefactor matters: for an abrupt barrier the transmission runs from about 0.3 to 0.01 as the electron energy in the source goes from 1 to 100 meV. The thermal factor for the same barrier is 0.18 at 4.2 K and vanishes on cooling, while the tunnelling factor does not, so at low enough temperature the sharp-edge picture of the current fails.

**10. Exchange between the electrons**

Independent electrons omit more than a small correction in this film. In the Hartree-Fock approximation at T = 0, with equally filled spins and valleys, exchange shifts the level at the Fermi wave number k_F by

μ_x = −∫_{|k′|<k_F} d²k′/(2π)² U(|k − k′|),  |k| = k_F = √(πn).

The last equality uses n = 4k_F²/(4π). The gates screen U. At wave number p, the potential in an oxide of thickness t varies as sinh(pz) from the metal. Its ratio of displacement to p times potential, in units of ε₀, is Y = 3.9 coth(pt) at the silicon. Continuing the potential through a silicon thickness b = 3.5 nm changes this ratio to

s(t) = 11.7 (Y + 11.7τ)/(11.7 + Yτ),  τ = tanh(pb).

Gauss's law at the sheet, with both sides added, gives

U(p) = q²/{ε₀p[s(1 nm) + s(25 nm)]}.

For wavelengths long compared with the gate distances, U tends to q²/(C_f + C_b). An electron exchanges with the quarter of the density that shares its spin and valley, so μ_x → −q²n/[4(C_f + C_b)]. Since dμ now includes dμ_x, its contribution to S_G is

(1 + C_b/C_f)(ln 10/q)n dμ_x/dn → −ln 10 · qn/(4C_f) = −5.8 mV/decade.

At the actual density, U falls with p over the occupied range, and the integral gives −4.2 mV/decade. This exceeds the band-filling term in size. The sum at T = 0 is 1.6 + 23.1 − 4.2 = 20.5 mV/decade in the sheet model, with correlation omitted; spreading the charge over the well lowers it to about 18.3. Equal filling is also not the lowest Hartree-Fock state at this density: placing all electrons in one spin and valley lowers the energy by about 1.0 meV per electron with the spread charge and 1.4 meV in the sheet model. This polarized state is a feature of Hartree-Fock and should not be read as a property of the film. In the random-phase approximation, itself crude at this density, correlation reverses the order, leaving equal filling lower by 0.1 to 0.2 meV per electron, and it adds about −2.4 mV/decade to the swing with the spread charge and −5.2 mV/decade in the sheet model, comparable in size to exchange. The sum therefore shows the size of exchange and does not predict the swing. In the long-wavelength form, the charge and exchange terms both vanish as C_f → ∞, and the independent-electron limit returns.

**11. Comparison with real transistors**

The film and oxide thicknesses are of the size used in fully depleted silicon technology; the 1 µm channel is long for a scaled logic device. Measured cryogenic swings are often of the order of 10 mV/decade, a rough figure that depends on device and current. The sharp-edge value of 1.45 mV/decade should not be compared directly with it. For independent electrons, finite gate capacitance moves the example to about 25 mV/decade at 4.2 K in the sheet model, while the assumed tail alone gives about 7 with ideal coupling. At lower density the charge term shrinks in proportion to n, but the tail floor remains. With a sharp edge, the ideal-gate swing at low density instead falls to the thermal value ln 10 · kT/q. If the current is proportional to n, a swing that stays constant over decades of low current and well above that thermal value is thus compatible with a tail in this model and, for ideal coupling, incompatible with a sharp edge. Without ideal coupling the conclusion does not follow. At low density, part 7 gives a sharp edge the swing (1 + C_b/C_f) ln 10 · kT/q, which is also constant, and charge traps at an interface can act as an addition to C_b. At 4.2 K a capacitance ratio of 11 would give 10 mV/decade. For fixed capacitances this value is proportional to T, whereas the tail floor is nearly independent of T while kT is well below W, so measurements at several temperatures in that range help to tell them apart. Disorder can also make the mobility depend on density, which changes the current swing as shown in part 5. Most of the computed values are collected in the numerical output below.

Computed values

```
In-plane mass, lowest ladder: 0.190 m0; out-of-plane: 0.916 m0
Carrier density n: 1.0e+11 cm^-2
Film, gate oxide, buried oxide: 7.0, 1.0, 25.0 nm
Relative permittivity, silicon and oxide: 11.7, 3.9
Density of states D: 1.5874e+14 1/(eV cm^2)
Box count / formula for D: 0.99990
Band filling n/D: 0.6300 meV
Crossover temperature n/(kD): 7.310 K
Zero-temperature limit ln10 n/(qD): 1.4506 mV/decade
The same limit: 1.4506e-03 V/decade
T=300.0 K: S=60.2547, ln10 kT/q=59.5264 mV/decade, mu=-95.7109 meV
T= 77.0 K: S=16.0152, ln10 kT/q=15.2785 mV/decade, mu=-15.3054 meV
T= 20.0 K: S=4.7378, ln10 kT/q=3.9684 mV/decade, mu=-1.4100 meV
T=  4.2 K: S=1.7591, ln10 kT/q=0.8334 mV/decade, mu=0.5602 meV
T=  2.0 K: S=1.4891, ln10 kT/q=0.3968 mV/decade, mu=0.6255 meV
T=  1.0 K: S=1.4515, ln10 kT/q=0.1984 mV/decade, mu=0.6299 meV
T=  0.1 K: S=1.4506, ln10 kT/q=0.0198 mV/decade, mu=0.6300 meV
n=1e+09 cm^-2, 4.2 K: S=0.8406, T=0 limit=0.0145 mV/decade
n=1e+10 cm^-2, 4.2 K: S=0.9080, T=0 limit=0.1451 mV/decade
n=1e+12 cm^-2, 4.2 K: S=14.5056, T=0 limit=14.5056 mV/decade
n/(DkT) at 4.2 K: 1.7406
Shift of S on doubling quadrature nodes: 6.6e-12 mV/decade
Saturated diffusive swing / limit at 0.1 K: 0.5003
Linear ballistic swing / limit at 0.1 K: 1.9994
Front capacitance: 1.5938 uF/cm^2
Back capacitance: 0.1320 uF/cm^2
Quantum capacitance q^2 D: 25.433 uF/cm^2
Quantum / front capacitance: 15.958
Body factor 1 + C_back/C_front: 1.0828
Mobile-charge term ln10 q n/C_front: 23.148 mV/decade
Swing with gate stack at 4.2 K: 25.052 mV/decade
Tail width: 3.0 meV; D times width: 4.762e+11 cm^-2
Tail floor ln10 W/q at T=0: 6.908 mV/decade
Ideal-gate swing with tail at 4.2 K: 6.908 mV/decade
Valley splitting 0.3 meV, 4.2 K: S=1.7812 mV/decade
Splitting above which the T=0 limit doubles: 1.2599 meV
Gap to second subband: 25.13 meV; to other valleys: 32.01 meV
Density filling up to second subband: 3.990e+12 cm^-2
300 K swing, one subband: 60.255 mV/decade
300 K swing, 8 subbands: 59.672 mV/decade
Exchange term in gate swing, T=0: -4.232 mV/decade
Exchange term, contact limit: -5.787 mV/decade
Channel length: 1000 nm
log10 of tunnel factor exp(-2 kappa L): -48.7
```
